# Why the Peierls Barrier of a Quartic Ising Wall Is Exponentially Small

**What symmetry fixes**

Take a domain wall between two states that differ only in the sign of a displacement. Moving it by one lattice spacing $a$ restores its energy. So does reflecting it about a lattice plane and reversing all displacements, which keeps the same domain on each side. With the wall centre at $Xa$, the energy is therefore an even function of $X$ with period 1:

$$E(X)=\bar E+E_1\cos 2\pi X+E_2\cos 4\pi X+\dots$$

The coefficient $E_1$ measures how much of the wall's structure has wavenumber $2\pi/a$. A smooth wall of width $\xi\gg a$ contains very little of it. How little depends on where the profile, continued to complex position, first becomes singular. For $\tanh(x/\xi)$ this is at $x=\pm i\pi\xi/2$, where the wave $e^{2\pi ix/a}$ has the size

$$\exp\left(-\frac{2\pi}{a}\,\frac{\pi\xi}{2}\right)=e^{-\pi^2\xi/a}.$$

What remains to be found is whether lattice relaxation preserves this exponent, and what multiplies it.

**The model**

Each lattice plane has one displacement $u_n$. The wall is flat, classical, and at zero temperature and field. Its energy per row of cells is

$$E=\sum_n\left[\frac J2(u_{n+1}-u_n)^2+V_0\left(1-\frac{u_n^2}{u_0^2}\right)^2\right].$$

The algebra is in atomic units; no $\hbar$ enters. Let $\phi=u/u_0$, $E_0=Ju_0^2$ and $\varepsilon^2=2V_0/E_0$. Then

$$\frac E{E_0}=\sum_n\left[\frac12(\phi_{n+1}-\phi_n)^2+\frac{\varepsilon^2}2(1-\phi_n^2)^2\right],$$

so $E/E_0$ depends on the single parameter $\varepsilon$. Setting its derivatives to zero gives

$$\phi_{n+1}+\phi_{n-1}-2\phi_n=2\varepsilon^2(\phi_n^3-\phi_n).\qquad(1)$$

For slow variation, let $z=\varepsilon n$. The left side becomes $\varepsilon^2\phi''$, so $\phi''=2(\phi^3-\phi)$, solved by $\phi=\tanh z$. Hence $\varepsilon=a/\xi$. The two energy terms are then equal, and the wall energy is $E_0\varepsilon\int\mathrm{sech}^4z\,dz=\tfrac43\varepsilon E_0$.

**A rigid wall gives the exponent**

First put $\phi_n=\tanh[\varepsilon(n-X)]$ without relaxation, and write $S_n=1-\phi_n^2$. The subtraction formula for tanh gives $\phi_n\phi_{n+1}=1-(\phi_{n+1}-\phi_n)/\tanh\varepsilon$, so

$$\frac12(\phi_{n+1}-\phi_n)^2=-\frac12(S_n+S_{n+1})+\frac{\phi_{n+1}-\phi_n}{\tanh\varepsilon}.$$

The last term sums to $2/\tanh\varepsilon$, independent of $X$. The part that varies is $\sum_n(\varepsilon^2S_n^2/2-S_n)$.

By Poisson summation, the first harmonic of $\sum_n g(n-X)$ for even $g$ is $2\cos(2\pi X)\int g(y)e^{2\pi iy}dy$. With $k=2\pi/\varepsilon$ we need $I_2=\int\mathrm{sech}^2z\,e^{ikz}dz$ and the corresponding $I_4$ for $\mathrm{sech}^4$.

Shifting the contour by $i\pi$ multiplies the integral by $e^{-\pi k}$ and encloses the pole at $i\pi/2$. There $\mathrm{sech}^2(i\pi/2+t)=-1/\sinh^2t$, and the residue is $-ik\,e^{-\pi k/2}$. Thus

$$I_2=\frac{2\pi k\,e^{-\pi k/2}}{1-e^{-\pi k}}=\frac{\pi k}{\sinh(\pi k/2)}.$$

From $(\mathrm{sech}^2)''=4\,\mathrm{sech}^2-6\,\mathrm{sech}^4$ follows $I_4=(k^2+4)I_2/6$. Higher harmonics are exponentially smaller. Keeping only the first, the energy difference between $X=0$ and $X=1/2$ is

$$\frac{B_{\rm rigid}}{E_0}=4\left(\frac\varepsilon2I_4-\frac{I_2}\varepsilon\right)\to16\pi^2\left(\frac{\pi^2}3-1\right)\varepsilon^{-2}e^{-\pi^2/\varepsilon}.$$

The prefactor is 361.6. It cannot be trusted: within about one lattice spacing of the pole, tanh varies too fast for a second difference to be replaced by a derivative, and that region supplies the answer.

**Relaxation leaves no barrier at any power of $\varepsilon$**

In the tail, $1-\phi_n\propto e^{-2\eta n}$. Linearizing (1) gives $2\cosh2\eta-2=4\varepsilon^2$, so $\sinh\eta=\varepsilon$. Let $z=\eta(n-X)$ from here on, $T=\tanh z$ and $S=1-T^2$. Inserting $T$ into (1), with $t=\tanh\eta$ and $\varepsilon^2=t^2/(1-t^2)$, leaves the residual (left minus right side)

$$2TS\left[\frac{t^2}{1-t^2}-\frac{t^2}{1-T^2t^2}\right]=2\varepsilon^4TS^2+O(\varepsilon^6).$$

A correction $Sp(T)$ changes the residual, at leading order, by $\eta^2S^2(Sp_{TT}-6Tp_T)$. Cancellation requires $p=\varepsilon^2T/3$:

$$\phi=T+\frac{\varepsilon^2}3T(1-T^2)+O(\varepsilon^4).$$

The procedure continues. At each order the residual is an odd polynomial in $T$. Since the tail rate is already correct, it has no term in $e^{-2|z|}$ and so contains the factor $S^2$. The operator $Sp_{TT}-6Tp_T$ sends $T^j$ to $-j(j+5)T^j+j(j-1)T^{j-2}$, which can be inverted on odd polynomials. A formal stationary wall thus exists for every $X$, so its energy has no $X$ dependence at any power of $\varepsilon$. Its poles stay at $z=\pm i\pi/2$, which turns the exponent into $\pi^2/\eta=\pi^2/\varepsilon+\pi^2\varepsilon/6+\dots$

**The force that the series misses**

Let $\phi^-$ and $\phi^+$ be solutions that approach $-1$ on the left and $+1$ on the right, sharing this series. Their difference $D=\phi^+-\phi^-$ is exponentially small. Use $\phi^-$ on sites $n\le0$ and $\phi^+$ on sites $n\ge1$. Only sites 0 and 1 see a wrong neighbour:

$$\frac1{E_0}\frac{\partial E}{\partial\phi_0}=-D(z_1),\qquad\frac1{E_0}\frac{\partial E}{\partial\phi_1}=D(z_0).$$

Since $d\phi_n/dX=-\eta\phi'(z_n)$, to first order in $D$

$$\frac1{E_0}\frac{dE}{dX}=\eta\,w(z_0),\qquad w(z)=\phi'(z)D(z+\eta)-\phi'(z+\eta)D(z).$$

Both $\phi'$ and $D$ obey the linearized form of (1), $f(z+\eta)+f(z-\eta)=K(z)f(z)$. Substitution gives $w(z)-w(z-\eta)=0$, so $w$ has period $\eta$. It has no mean, because $E(X)$ is periodic. Keeping its first harmonic, with coefficients $w_{\pm1}$ of $e^{\pm2\pi iz/\eta}$, the force has amplitude $2\eta|w_{-1}|E_0$. For $E=\text{const}+B\cos^2\pi X$ this amplitude is $\pi B$, so

$$B=\frac{2\eta|w_{-1}|}{\pi}E_0.\qquad(2)$$

That the site-centred wall $X=0$ is the higher one is taken from the relaxed walls below.

**The region near the pole**

Put $z=i\pi/2+\eta s$ and $\phi=\psi(s)/\eta$. As $\varepsilon\to0$, (1) becomes free of parameters:

$$\psi(s+1)+\psi(s-1)-2\psi(s)=2\psi^3,\qquad\psi=\sum_{m\ge0}a_ms^{-2m-1},\quad a_0=1.$$

Expanding $(s\pm1)^{-2i-1}$ and collecting $s^{-2m-3}$ gives

$$\sum_{j=1}^{m+1}\binom{2m+2}{2j}a_{m+1-j}=\sum_{i+k+l=m}a_ia_ka_l.$$

For $m=1$ this reads $6a_1+1=3a_1$, so $a_1=-1/3$, in agreement with the profile correction above. Next, $15a_2+15a_1+1=3a_2+3a_1^2$ gives $a_2=13/36$.

The series diverges, and its divergence determines $D$. Let $\delta=\eta D$ be the difference of two solutions for $\psi$. It obeys $\delta(s+1)+\delta(s-1)-2\delta=6\psi^2\delta$. Slowly varying solutions satisfy $\delta''\simeq6\delta/s^2$, hence behave as $s^3$ or $s^{-2}$, and each may be multiplied by a function of period 1. The leading decaying difference in the lower half $s$-plane is $\delta\simeq c\,s^3e^{-2\pi is}$.

To find $c$, write $\psi^\pm=\int_0^{\pm\infty}e^{-ps}b(p)\,dp$ with $b=\sum a_mp^{2m}/(2m)!$. I take the nearest singularities of $b$ to be those this $\delta$ implies, an inference rather than a proof: poles $R/(p\mp2\pi i)^4$, of equal strength because $b$ is even. For $s$ on the negative imaginary axis the two contours turn to opposite sides of the positive imaginary $p$ axis. They differ by a loop around $2\pi i$, which gives $|c|=2\pi|R|/3!=\pi|R|/3$.

Expanding both poles in powers of $p$ gives

$$\frac{a_m}{(2m)!}\simeq\frac{2R(-1)^m}{(2\pi)^{2m+4}}\binom{2m+3}3,$$

$$\Lambda\equiv\lim_{m\to\infty}\frac{(-1)^ma_m(2\pi)^{2m+4}}{(2m+3)!}=\frac R3,\qquad|c|=\pi\Lambda.$$

The next term in $\delta$ is smaller by $s^{-2}$, so the ratio approaches its limit with a correction proportional to $1/[(2m+3)(2m+2)]$. The ratio is 253.07 at $m=60$ and 253.40 at $m=120$; extrapolation in that variable gives $\Lambda=253.51$.

Finally, $\phi'=\psi'/\eta^2$ with $\psi'\simeq-s^{-2}$, so

$$w=\frac{c\,e^{-2\pi is}}{\eta^3}\left[-\frac{(s+1)^3}{s^2}+\frac{s^3}{(s+1)^2}\right]\to-\frac{5c}{\eta^3}e^{-2\pi is}.$$

The bracket is $-(s+3)+(s-2)=-5$ for large $|s|$. Since $e^{-2\pi is}=e^{-\pi^2/\eta}e^{-2\pi iz/\eta}$, we have $|w_{-1}|=5\pi\Lambda\eta^{-3}e^{-\pi^2/\eta}$. Equation (2) then yields $B=10\Lambda E_0\eta^{-2}e^{-\pi^2/\eta}$. As $\varepsilon\to0$,

$$B\simeq C\,E_0\left(\frac\xi a\right)^2e^{-\pi^2\xi/a},\qquad C=10\Lambda\simeq2535.$$

Barriers of fully relaxed lattice walls at $\xi/a=10$ and 20, extrapolated to infinite width, also give $C=2535.14$. This supports the inferred pole structure. Relaxation keeps the exponent and makes the prefactor seven times that of the rigid wall.

**Reading the numbers**

Take $a=4$ Å, $J=2$ eV/Å$^2$, $u_0=0.2$ Å and $V_0=0.01$ eV. Then $E_0=2(0.2)^2=0.08$ eV and $\xi=4\sqrt{0.08/0.02}=8$ Å (15.1 bohr), so $\xi/a=2$. The leading law gives

$$B\simeq2535\times0.08\times4\times e^{-19.74}\ \text{eV}=2.2\times10^{-6}\ \text{eV}.$$

The relaxed barrier is $1.09\times10^{-6}$ eV ($4.0\times10^{-8}$ hartree) per row, against a wall energy of 0.053 eV. The leading law is thus too high by a factor of two. Using $\pi^2/\operatorname{asinh}\varepsilon$ in the exponent, with the prefactor $C\varepsilon^{-2}$ kept, gives $1.00\times10^{-6}$ eV, 8% below the relaxed value. The form obtained from (2), $C\eta^{-2}e^{-\pi^2/\eta}E_0$ with $\eta=\operatorname{asinh}\varepsilon=0.481$, gives $1.08\times10^{-6}$ eV, less than 1% below it. The bare product $E_0e^{-\pi^2\xi/a}=2.1\times10^{-10}$ eV is about 5000 times too small. The exponential alone does not give the magnitude, and it gives the rate of fall only for wide walls: from $\xi/a=1$ to 2 the relaxed barrier falls by a factor of 3300, whereas the exponential falls by $e^{\pi^2}\approx1.9\times10^4$.

The rate itself approaches $\pi^2=9.87$ slowly. Between $\xi/a=10$ and 20 the mean slope of $-\ln B$ is 9.72; the factor $(\xi/a)^2$ accounts for $2\ln2/10=0.14$ of the difference. At $\xi/a=1$ the leading law is too high by a factor of 2.9. The fault lies in replacing $\eta$ by $\varepsilon$: the form $C\eta^{-2}e^{-\pi^2/\eta}E_0$ is within about 1% of the relaxed barrier at $\xi/a=1$, 1.5, 2, 3 and 5, and about 11% too high at $\xi/a=0.5$. Since it was derived for small $\varepsilon$, this accuracy for narrow walls is an observation, not a proved property.

At $\xi/a=2$ the site-centred wall has one unstable mode and the bond-centred wall none. At $\xi/a=3$, holding site 0 at the displacement that the $\varepsilon^2$-corrected profile gives for $X=1/4$, and relaxing the rest, gives 0.501 of the barrier; $\cos^2\pi X$ is 0.5 there.

**Why the well must be analytic**

Replace the quartic well by $2\varepsilon^2(|\phi|-1)^2$, in units of $E_0$. The curvature at the minima is unchanged, but there is a cusp at $\phi=0$. The tail is $v_n=1-\phi_n=v_0\lambda^n$ with $\lambda=e^{-2\eta}$. Summation by parts gives $\tfrac12v_0^2(1-\lambda)$ for a half-chain beyond site 0, including the bond to that site.

The site-centred wall has $v_0=1$ on both sides and energy $(1-\lambda)+2\varepsilon^2$. For the bond-centred wall, with $v$ the deviation at the two central sites, the energy is $2(1-v)^2+gv^2$, where $g=4\varepsilon^2+1-\lambda=\lambda^{-1}-1$. Its minimum is $2g/(2+g)=2(1-\lambda)/(1+\lambda)$. With $2\varepsilon^2=(1-\lambda)^2/2\lambda$, the difference is

$$\frac{B_{\rm cusp}}{E_0}=\frac{(1-\lambda)^3}{2\lambda(1+\lambda)}\simeq2\left(\frac a\xi\right)^3.$$

The cusp puts a singularity on the real axis, so the exponential suppression is lost. A jump in a higher derivative of the well, within the range the wall crosses, is also such a singularity; a well that merely looks smooth is not enough. At $\xi/a=10$ and $E_0=0.08$ eV the cusped barrier is $1.6\times10^{-4}$ eV; the quartic one is $2.4\times10^{-39}$ eV.

**Real ferroelectric walls**

The spacing and displacement chosen here are of the size met in perovskite ferroelectrics, but $\xi=8$ Å is wide for a 180° wall, which is often about one cell across. Halving $\xi$ to 4 Å at fixed $J$, $u_0$ and $a$, by raising $V_0$ to 0.04 eV, lifts the model barrier to $3.6\times10^{-3}$ eV, a factor of 3300. Since $\xi$ is the tanh length, that wall still spans about two cells. A wall about one cell across has $\xi\approx2$ Å ($V_0=0.16$ eV), where the model barrier is 0.094 eV, two thirds of the wall energy and no longer exponentially small. Real walls also involve several ions per cell, strain and long-range dipolar forces, and they usually advance by nucleating steps, not as rigid planes. Zero-point and thermal motion, also left out here, change the effective well and with it $\xi$, on which the barrier depends exponentially; the barriers above are values for the classical model, not predictions for a material. Defects break the periodicity assumed at the start. In the 8 Å example, a 1% change of $V_0$ in one cell shifts the wall energy by up to $10^{-4}$ eV, as much as the lattice barrier of about 90 rows. For wide walls, therefore, a small Peierls barrier does not by itself imply a small coercive field.

## Numbers as computed

```
lattice spacing a: 4.0 angstrom
coupling J: 2.0 eV/angstrom^2
well displacement u0: 0.2 angstrom
well depth V0: 0.01 eV
energy scale E0 = J u0^2: 0.08 eV
tanh length xi: 8.0 angstrom
tanh length xi: 15.1178 bohr
continuum wall energy: 0.0533333 eV
relaxed wall energy (minimum): 0.052872261 eV
relaxed Peierls barrier: 1.09118e-6 eV
relaxed Peierls barrier: 4.01002e-8 hartree
leading-law barrier: 2.17031e-6 eV
improved-exponent barrier: 1.00419e-6 eV
rigid-tanh barrier: 3.2083e-7 eV
bare E0 exp(-pi^2 xi/a): 2.14023e-10 eV
first series coefficient a_1: -0.333333
second series coefficient a_2: 0.361111
growth ratio at m=60: 253.068
growth ratio at m=120: 253.4
Lambda, extrapolated: 253.514
prefactor C = 10 Lambda: 2535.14
prefactor C from relaxed walls: 2535.14
prefactor of rigid tanh: 361.601
pi^2: 9.8696
log slope, xi/a from 10 to 20: 9.72306
profile error ratio, eps 0.2 to 0.1: 15.72
lowest Hessian eigenvalue/J, saddle: -0.0003927
lowest Hessian eigenvalue/J, minimum: 0.0003932
Table at fixed J and u0: xi/a | V0 (eV) | barrier (eV) | barrier/leading law | barrier/improved law
1.0 | 0.04 | 0.0035834 | 0.3416 | 1.2895
1.5 | 0.01778 | 7.3036e-5 | 0.43027 | 1.1502
2.0 | 0.01 | 1.0912e-6 | 0.50278 | 1.0866
3.0 | 0.004444 | 1.5419e-10 | 0.61046 | 1.0392
4.0 | 0.0025 | 1.5847e-14 | 0.68233 | 1.0222
5.0 | 0.0016 | 1.375e-18 | 0.73257 | 1.0142
10.0 | 0.0004 | 2.3673e-39 | 0.85175 | 1.0036
20.0 | 0.0001 | 1.4046e-81 | 0.92192 | 1.0009
Path at xi/a = 3: X | energy fraction | cos^2(pi X)
0.000 | 1.0000 | 1.0000
0.125 | 0.8539 | 0.8536
0.250 | 0.5009 | 0.5000
0.375 | 0.1474 | 0.1464
0.500 | 0.0000 | 0.0000
cusped-well barrier at xi/a = 5: 0.00125514 eV
cusped-well barrier at xi/a = 10: 0.000159206 eV
```
